# The Brillouin function and its Curie, saturation and Langevin limits, part 2

Non-interacting atoms are in thermal equilibrium at temperature $T$ in a static uniform field of magnitude $B\ge0$ along $z$. We want their mean magnetic moment in weak and strong fields and in the classical limit. SI units are used; $k$ is Boltzmann's constant, $\mu_B>0$ the Bohr magneton and $\mu_0$ the magnetic constant.

Angular momenta are in units of $\hbar$: $\mathbf L$ is orbital, $\mathbf S$ is spin and $\mathbf J$ is their sum. One level, with number $J>0$ and factor $g>0$, has the $2J+1$ states $m=-J,\ldots,J$. Its moment and Hamiltonian are

$$
\boldsymbol\mu=-g\mu_B\mathbf J,\qquad
H=-\boldsymbol\mu\cdot\mathbf B=g\mu_B B J_z .
$$

The state $m$ has weight $e^{-mx}$, and the lowest state is $m=-J$. With

$$
x=\frac{g\mu_B B}{kT},\qquad y=Jx=\frac{g\mu_B J B}{kT},
$$

the mean moment is given by the Brillouin function $B_J$:

$$
\langle\mu_z\rangle=g\mu_B J\,B_J(y),\qquad
B_J(y)=a\coth(ay)-b\coth(by),
$$

$$
a=\frac{2J+1}{2J},\qquad b=\frac{1}{2J}.
$$

Also, $B_J=-\langle m\rangle/J$, and $dB_J/dy$ is the variance of $m$ divided by $J^2$. For $n$ atoms per unit volume the magnetization is $M=n\langle\mu_z\rangle$.

Other levels lie higher by at least $\Delta$, with $kT\ll\Delta$ and $\mu_BB\ll\Delta$. The model omits the Van Vleck moment, which comes from the field mixing in these levels, and the diamagnetic moment. The spin factor of the electron is rounded to 2.

The worked example has $J=7/2$, $g=2$ and $\mu_B/k=0.671714$ K/T. At 1 T and 2 K, $x=0.6717$, $y=2.351$, $B_J=0.712$ and the moment is $4.986\,\mu_B$.

The closing list of values also includes a test of the one-level formula for $L=1$, $S=1/2$. There the level $J=3/2$ is lowest, $J=1/2$ lies above it by the gap $\Delta$, and the "full" moment comes from all six states.

### The Curie limit

For weak fields one needs $\coth z$ at small $z$. From the series of $\cosh$ and $\sinh$,

$$
z\coth z=\frac{1+z^2/2+z^4/24+\cdots}{1+z^2/6+z^4/120+\cdots}
=1+c_1z^2+c_2z^4+\cdots .
$$

Multiplying by the denominator and comparing powers gives two conditions:

$$
c_1+\frac16=\frac12,\qquad
c_2+\frac{c_1}{6}+\frac1{120}=\frac1{24}.
$$

Hence $c_1=1/3$ and $c_2=1/30-1/18=-1/45$, so that

$$
\coth z=\frac1z+\frac z3-\frac{z^3}{45}+\cdots .
$$

In $B_J$ the first terms are $a/(ay)$ and $b/(by)$. Both equal $1/y$, and they cancel. The remainder is

$$
B_J(y)=\frac{a^2-b^2}{3}\,y-\frac{a^4-b^4}{45}\,y^3+\cdots .
$$

The combinations of constants are

$$
a^2-b^2=\frac{(2J+1)^2-1}{4J^2}=\frac{J+1}{J},
$$

$$
a^2+b^2=\frac{(2J+1)^2+1}{4J^2}=\frac{2J^2+2J+1}{2J^2},
$$

and $a^4-b^4$ is their product. Therefore

$$
B_J(y)=\frac{J+1}{3J}\,y-\frac{(J+1)(2J^2+2J+1)}{90J^3}\,y^3+\cdots .
$$

The linear coefficient has a direct meaning. It is the variance of $m$ at zero field, divided by $J^2$. With all states equally populated, the three directions are equivalent, so $\langle m^2\rangle=J(J+1)/3$. The weak-field response is thus set by the spread of the moment component when no field acts.

Inserting the linear term gives

$$
M\simeq n\,g\mu_BJ\,\frac{J+1}{3J}\,\frac{g\mu_BJB}{kT}
=\frac{n\,g^2\mu_B^2J(J+1)}{3kT}\,B .
$$

The susceptibility is defined with the field $H=B/\mu_0-M$ as $\chi=M/H$; from here on $H$ denotes this field and not the Hamiltonian. Writing $s=\mu_0M/B$, one finds $\chi=s/(1-s)$, which is equal to $s$ to leading order when $s\ll1$. Only this leading order is meaningful for free moments. The field acting on an atom differs from the macroscopic $B$ by an amount of order $\mu_0M$; for atoms on a simple cubic lattice its mean is $\mu_0(H+M/3)$. Take $s\ll1$. In that case

$$
\chi\simeq\frac{\mu_0n\,g^2\mu_B^2J(J+1)}{3kT}.
$$

This is Curie's law. It can be written in terms of the effective moment $\mu_{\rm eff}=g\sqrt{J(J+1)}\,\mu_B$, as $\chi=\mu_0n\mu_{\rm eff}^2/(3kT)$. The effective moment measures the length of the vector $\boldsymbol\mu=-g\mu_B\mathbf J$ within the level, since $\langle\boldsymbol\mu^2\rangle=g^2\mu_B^2J(J+1)$. It is not the moment reached in a strong field, which is $gJ\mu_B$. For $J=7/2$ and $g=2$ the two values are $7.94\,\mu_B$ and $7\,\mu_B$. A program that takes one from a weak-field fit and uses it as the other introduces an error by the factor $\sqrt{(J+1)/J}$.

The ratio of the cubic term to the linear one gives the relative correction to Curie's law to leading order,

$$
-\frac{2J^2+2J+1}{30J^2}\,y^2 .
$$

The law thus requires the magnetic energy $g\mu_BJB$ to be small against $kT$. A small susceptibility is a separate condition: it involves the density of the sample as well as the temperature, and it permits $H$ to be replaced by $B/\mu_0$.

### Worked example: where the linear law holds and where it fails

Keep $J=7/2$, $g=2$ and $B=1$ T. At 300 K,

$$
y=7\times0.671714\times\frac{1}{300}=0.01567 .
$$

The slope is $(J+1)/(3J)=0.428571$, so the linear law gives a moment

$$
7\times0.428571\times0.01567=0.0470\ \mu_B .
$$

The full function gives the same value to this accuracy. The linear result is too large by $2.17\times10^{-5}$, relative to the full one. The correction formula predicts this: its coefficient is $32.5/367.5=0.0884$, and $0.0884\times(0.01567)^2=2.17\times10^{-5}$. At room temperature the moments are almost randomly oriented, and the mean is less than one percent of saturation.

At 2 K in the same field, $y=2.351$. The linear law would give $0.428571\times2.351=1.0076$ for $B_J$, or $7.05\,\mu_B$. This exceeds the largest possible component, $7\mu_B$. The correct moment is $4.99\,\mu_B$, so the linear value is too large by 41 percent, relative to the correct one.

For the susceptibility, take $n=10^{26}\ \mathrm{m^{-3}}$. The saturation magnetization then corresponds to $\mu_0M_{\rm sat}=\mu_0n\,gJ\mu_B=8.158\times10^{-3}$ T. At 300 K and 1 T the linear law gives

$$
\chi\simeq\frac{\mu_0M}{B}
=8.158\times10^{-3}\times0.428571\times0.01567
=5.48\times10^{-5}.
$$

This is far below one, so the difference between $\mu_0H$ and $B$ does not matter here.

The field $\mu_0M_{\rm sat}$ also tests the neglect of interactions. A moment of $7\mu_B$ in a field of $8.158\times10^{-3}$ T has an energy that corresponds to a temperature

$$
7\times0.671714\times8.158\times10^{-3}\ \mathrm K=0.038\ \mathrm K .
$$

A moment $\mu$ produces at distance $r$ a dipole field of order $\mu_0\mu/(4\pi r^3)$, which for $r^3\approx1/n$ is $\mu_0M_{\rm sat}/(4\pi)$ per neighbour. One neighbour at this distance thus accounts for about $0.038/(4\pi)\ \mathrm K=0.003$ K. Adding the fields of all neighbours on a simple cubic lattice, with the moments oriented at random, gives a root-mean-square field of about $0.33\,\mu_0M_{\rm sat}$. The magnetic dipole coupling for atoms spaced evenly at this density is therefore of order 0.01 K, which is small against 2 K. If the atoms are placed at random, close pairs are coupled more strongly, because the field grows as $1/r^3$. In weak fields the free-moment formula requires $kT$ to be large against the energy of an atom's coupling to its neighbours, whether this coupling is dipolar or a stronger one such as exchange. If the Zeeman spacing is far above both $kT$ and the coupling energy, the moments are nearly saturated in any case. The formula then still gives the moment closely, but not necessarily its small distance from saturation.

### Saturation

When the field is strong, it is best to count from the lowest state. Put $r=J+m$, so that $r=0,1,\ldots,2J$, and write $q=e^{-x}$. The weights are proportional to $q^r$. Since $1-B_J=\langle J+m\rangle/J$,

$$
1-B_J=\frac1J\,\frac{\sum_{r=0}^{2J}r\,q^r}{\sum_{r=0}^{2J}q^r}.
$$

This expression should also be used in code when the deficit itself is wanted. Subtracting a computed $B_J$ from 1 loses digits near saturation, while here every term is nonnegative.

For small $q$ the numerator begins with $q$ and the denominator with 1. Hence

$$
1-B_J(y)\simeq\frac1J\,e^{-y/J}\qquad(y\gg J).
$$

For $J\ge1$ the next order follows from $(q+2q^2)(1-q)=q+q^2+\cdots$, so the true deficit is larger than the estimate by the relative amount $q$. For $J=1/2$ there is no state $r=2$, and $q/(1+q)=q-q^2+\cdots$, so the deficit is smaller than the estimate by the same relative amount.

The exponent contains the spacing of neighbouring levels, $g\mu_BB$, and not the larger energy $g\mu_BJB$. The leading loss of magnetization comes from atoms in the first excited Zeeman state. Each of them has lost one unit of $m$ out of $J$, which explains the factor $1/J$. The condition for this regime is accordingly $g\mu_BB\gg kT$. For large $J$ this is more demanding than $y\gg1$.

At 10 T and 2 K the model with $J=7/2$ and $g=2$ has $x=6.717$ and $y=23.51$. The estimate of the deficit is $3.457\times10^{-4}$, and the full sum gives $3.461\times10^{-4}$. Their relative difference should be $q=J\times3.457\times10^{-4}=1.21\times10^{-3}$, and indeed

$$
3.457\times10^{-4}\times1.00121=3.461\times10^{-4}.
$$

The moment falls short of $7\mu_B$ by $7\times3.461\times10^{-4}\,\mu_B=0.0024\,\mu_B$. Effects left out of the model can be as large as this. With the spin factor of the electron taken as 2.0023 instead of 2, the saturation moment of a pure spin $7/2$ rises by $3.5\times0.0023\,\mu_B=0.008\,\mu_B$, which is more than the deficit. The diamagnetic moment also grows in magnitude with $B$. Near saturation so does the Van Vleck moment, if the field mixes the lowest Zeeman state with other levels. For a level with $J=L+S$ it does not, because no other level with the same $L$ and $S$ contains a state with $m=-J$. A deficit this small can be compared with a measurement only after such effects have been taken into account.

### The classical limit

A classical moment of fixed length $\mu$ can point in any direction. Let $\theta$ be its angle with the field and $c=\cos\theta$. Its energy is $-\mu Bc$, and the element of solid angle is proportional to $dc$. With $y=\mu B/kT$,

$$
Z_{\rm cl}=\int_{-1}^{1}e^{yc}\,dc=\frac{2\sinh y}{y},
$$

$$
\langle c\rangle=\frac{d\ln Z_{\rm cl}}{dy}=\coth y-\frac1y\equiv L(y).
$$

This is the Langevin function.

To reach it from the quantum result, let $J\to\infty$ while $\mu=g\mu_BJ$ is held fixed. Then $y$ is fixed at given $B$ and $T$, and $g$ must decrease as $1/J$. In $B_J$ the constant $a$ tends to 1 and $b$ tends to 0. Since $\coth(by)\simeq1/(by)$ for small $by$,

$$
a\coth(ay)\to\coth y,\qquad b\coth(by)\to\frac1y,
$$

and $B_J(y)\to L(y)$. The reason is visible in the sum over states. The allowed values of $-m/J$ lie between $-1$ and $1$ with spacing $1/J$, and the sum over them becomes the integral over $c$.

The limit is a formal one, since the $g$ factor of an atom does not shrink in this way. If $g$, $B$ and $T$ are fixed instead, $y$ grows in proportion to $J$ and the spacing $x$ stays the same. Increasing $J$ then does not bring the levels closer together on the scale of $kT$.

### How far the quantum and classical functions differ

The difference can be bounded for all fields at once. Define

$$
f(z)=\frac{d}{dz}(z\coth z)=\coth z-\frac{z}{\sinh^2z}.
$$

The series of $z\coth z$ shows that $f\to0$ for $z\to0$, and the explicit form shows that $f\to1$ for $z\to\infty$. In between, $f$ rises, because

$$
f'(z)=\frac{2(z\coth z-1)}{\sinh^2z}>0\qquad(z>0),
$$

where the sign follows from $\tanh z<z$.

Now consider $s\coth(sy)$ as a function of $s$ at fixed $y$. Its derivative is $\coth(sy)-sy/\sinh^2(sy)=f(sy)$, and its value for $s\to0$ is $1/y$. Integrating from 1 to $a=1+b$, and from 0 to $b$, gives

$$
a\coth(ay)-\coth y=\int_0^b f\big((1+s)y\big)\,ds,
$$

$$
b\coth(by)-\frac1y=\int_0^b f(sy)\,ds .
$$

The difference of the two left-hand sides is $B_J-L$. Thus

$$
B_J(y)-L(y)=\int_0^b\left[f\big((1+s)y\big)-f(sy)\right]ds .
$$

Since $f$ rises from 0 to 1, the integrand lies between 0 and 1 for $y>0$. The interval has length $b=1/(2J)$. At $y=0$ both functions vanish. Therefore

$$
0\le B_J(y)-L(y)\le\frac1{2J}\qquad(y\ge0).
$$

The quantum moment is never below the classical one at equal $y$. For large $J$ at fixed $y$, the integration variable $s$ is small throughout, and the integrand tends to $f(y)-f(0)=f(y)$. The leading difference is

$$
B_J(y)-L(y)\simeq\frac{f(y)}{2J}.
$$

At $y=2$ the classical value is $L=0.5373$, and $f=0.8853$. The quantum values approach them as follows.

| $J$ | $B_J(2)$ | $2J(B_J-L)$ |
|---|---|---|
| 1/2 | 0.9640 | 0.4267 |
| 2 | 0.7260 | 0.7546 |
| 7/2 | 0.6532 | 0.8113 |
| 20 | 0.5591 | 0.8726 |
| 200 | 0.5395 | 0.8840 |

The last column tends to $f(2)$. For $J=7/2$ the classical function is still too small by 0.116, which is 18 percent of the quantum value. With the classical length taken as $\mu=g\mu_BJ$, as in this comparison, $L(y)$ is a poor substitute for $B_J(y)$ at such values of $J$ and $y$.

### Two different approaches to saturation

For $y\gg1$ the cotangent in $L$ differs from 1 by an exponentially small amount, so $1-L\simeq1/y$. A classical moment can tilt by an arbitrarily small angle at an arbitrarily small cost in energy, and its deficit therefore falls as a power of the field. A quantum moment must pay at least one level spacing, and at finite $J$ its deficit ends as $e^{-y/J}/J$.

The power law also appears for a large finite $J$, in an intermediate range. From

$$
1-B_J=(1-L)-(B_J-L)
$$

and the bound above, the deficit differs from the classical value by at most $1/(2J)$. Relative to $1/y$ this is at most $y/(2J)$. The classical form $1/y$ therefore holds when $1\ll y\ll J$, that is, when the moment is well aligned but the level spacing is still small against $kT$. For $J=7/2$ no such range exists. At $y=10$ the quantum deficit is 0.0174, whereas the classical one is 0.1000.

The absolute bound and this large ratio are compatible. The two functions differ there by 0.083, which is within $1/(2J)=0.143$. For the magnetization itself a small absolute difference may be acceptable, but for the distance from saturation the relative error is what counts, and there the discrete levels have to be kept.

The formulas for the mean moment, its limits and the bound are checked numerically against direct sums over states, matrix traces and orientation integrals in the numerical check.

## Values computed for the example and the checks

```
J = 3.5, g = 2.0, n = 1.0e+26 m^-3
mu_B/k = 0.671714 K/T
saturation moment g J = 7.0000 mu_B
effective moment g sqrt(J(J+1)) = 7.9373 mu_B
Curie slope (J+1)/(3J) = 0.428571
mu_0 M_sat = 8.1578e-03 T
susceptibility at 300 K (SI, dimensionless) = 5.4797e-05
B = 1.0 T, T = 300.0 K: y = 0.015673, spacing/kT = 0.004478
  B_J = 0.0067170, moment = 0.047019 mu_B
  linear law: B_J = 0.0067171, moment = 0.047020 mu_B
  linear law / true value - 1 = 2.1724e-05
B = 1.0 T, T = 2.0 K: y = 2.350998, spacing/kT = 0.671714
  B_J = 0.7122797, moment = 4.985958 mu_B
  linear law: B_J = 1.0075707, moment = 7.052995 mu_B
  linear law / true value - 1 = 4.1457e-01
B = 10.0 T, T = 2.0 K: y = 23.509984, spacing/kT = 6.717138
  B_J = 0.9996539, moment = 6.997577 mu_B
  deficit 1 - B_J = 3.46132e-04, estimate = 3.45713e-04
populations at 1 T, 2 K:
  m = -3.5: 0.49145
  m = -2.5: 0.25105
  m = -1.5: 0.12824
  m = -0.5: 0.06551
  m = +0.5: 0.03346
  m = +1.5: 0.01709
  m = +2.5: 0.00873
  m = +3.5: 0.00446
approach to the classical limit at y = 2:
  J = 0.5: B_J = 0.964028, 2J(B_J - L) = 0.42671
  J = 2.0: B_J = 0.725971, 2J(B_J - L) = 0.75462
  J = 3.5: B_J = 0.653214, 2J(B_J - L) = 0.81129
  J = 20.0: B_J = 0.559130, 2J(B_J - L) = 0.87261
  J = 200.0: B_J = 0.539525, 2J(B_J - L) = 0.88401
  L(2) = 0.537315, f(2) = 0.88527
deficit at y = 10: J = 3.5: 0.01741, classical: 0.10000
L=1, S=1/2, J=3/2: g = 1.333333, mu_B B/kT = 0.5
  one-level moment = 0.991386 mu_B
  gap/kT = 150: full moment = 0.991871 mu_B, excess = 4.848e-04 mu_B
  gap/kT = 300: full moment = 0.991628 mu_B, excess = 2.424e-04 mu_B
```
